\section*{Must one of the five d orbitals have an odd shape?}

\section*{Question}

Four of the usual d orbitals are cloverleaves: $d_{xy}$, $d_{xz}$, $d_{yz}$ and $d_{x^2-y^2}$. The fifth, $d_{z^2}$, has two lobes and a ring. In a free atom no direction is special, so why does one orbital look different? I could also write down cloverleaves $d_{z^2-x^2}$ and $d_{z^2-y^2}$, but then I would have six functions for five places. Is the odd shape a property of the d shell, or could I choose five orthogonal d orbitals that all look alike?

\section*{Answer}

The odd shape belongs to the usual choice of basis. Five orthogonal d orbitals of one common shape exist, and that shape can even be the cloverleaf. To show this, we need a way to compare shapes without reference to particular axes.

\subsection*{A d orbital as a matrix}

Give all five orbitals the same radial factor and consider the angular part. Let $\mathbf n=(x,y,z)$ be a unit vector, and write
\begin{equation}
f_Q(\mathbf n)=N\,\mathbf n^{T}Q\,\mathbf n,\qquad N=\sqrt{\frac{15}{8\pi}},
\end{equation}
with $Q$ real, symmetric and traceless. As a polynomial in unrestricted $x,y,z$, this has Laplacian $2N\,\mathrm{tr}\,Q=0$, so it is a harmonic polynomial of degree two, which means $l=2$. Such matrices have five independent entries, so they describe all real d functions.

By isotropy,
\begin{equation}
\int n_in_jn_kn_l\,d\Omega=C(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).
\end{equation}
Setting $i=j$, $k=l$ and summing gives $4\pi=C(9+3+3)$, so $C=4\pi/15$. Since the traces vanish,
\begin{equation}
\langle f_Q|f_P\rangle=N^2\,\frac{4\pi}{15}\,2\,\mathrm{tr}(QP)=\mathrm{tr}(QP).
\end{equation}
Normalization therefore means $\mathrm{tr}\,Q^2=1$. The usual orbitals are
\begin{align}
d_{z^2}&=\frac{N}{\sqrt6}(2z^2-x^2-y^2), & d_{x^2-y^2}&=\frac{N}{\sqrt2}(x^2-y^2),\\
d_{xz}&=\sqrt2\,N\,xz,\quad d_{yz}=\sqrt2\,N\,yz, & d_{xy}&=\sqrt2\,N\,xy.
\end{align}

Rotating an orbital rotates the eigenvectors of $Q$ and leaves its eigenvalues alone, so the eigenvalues are the shape. They are $(2,-1,-1)/\sqrt6$ for $d_{z^2}$ and $(1,0,-1)/\sqrt2$ for a cloverleaf. With zero trace and $\mathrm{tr}\,Q^2=1$, the characteristic equation is
\begin{equation}
\lambda^3-\tfrac12\lambda-\det Q=0,
\end{equation}
so the determinant alone fixes the shape. I use the index $\chi=3\sqrt6\,\det Q$. It is $0$ for a cloverleaf and $+1$ for $d_{z^2}$, or $-1$ if the overall sign of $d_{z^2}$ is reversed.

\subsection*{Your two extra cloverleaves}

Add the normalized functions:
\begin{equation}
d_{z^2-x^2}+d_{z^2-y^2}=\frac{N}{\sqrt2}(2z^2-x^2-y^2)=\sqrt3\,d_{z^2}.
\end{equation}
So $d_{z^2}$ is the sum of two cloverleaves divided by $\sqrt3$. The factor is not $\sqrt2$ because the two overlap:
\begin{equation}
\tfrac12\,\mathrm{tr}\big[\mathrm{diag}(-1,0,1)\,\mathrm{diag}(0,-1,1)\big]=\tfrac12,
\end{equation}
and the squared norm of the sum is $1+1+2\cdot\frac12=3$. Their difference is $d_{z^2-x^2}-d_{z^2-y^2}=-d_{x^2-y^2}$. Half the sum plus half the difference gives
\begin{equation}
d_{z^2-x^2}=\frac{\sqrt3}{2}\,d_{z^2}-\frac12\,d_{x^2-y^2}.
\end{equation}
Your six cloverleaves are thus linearly dependent. If you keep the four usual ones, one dimension of the five remains, and it is spanned by $d_{z^2}$. The odd shape is forced by that prior choice.

\subsection*{Five copies of $d_{z^2}$ do not work}

A $d_{z^2}$ shape along a unit vector $\mathbf u$ has $Q=(3\mathbf u\mathbf u^T-1)/\sqrt6$. For two axes with $c=\mathbf u\cdot\mathbf v$ the overlap is
\begin{equation}
\frac{9c^2-3-3+3}{6}=\frac{3c^2-1}{2},
\end{equation}
so orthogonality needs $|c|=1/\sqrt3$, an angle of $54.74^\circ$ between the axes. For three such axes the determinant of the matrix of dot products is
\begin{equation}
1+2c_{12}c_{13}c_{23}-3\cdot\tfrac13=2c_{12}c_{13}c_{23}.
\end{equation}
This is a squared volume, so the product cannot be negative. Suppose there were four axes. Reverse vectors where needed so that $c_{12},c_{13},c_{14}>0$; the other three dot products must then be positive too. The $4\times4$ matrix of dot products has eigenvalues $1-1/\sqrt3$ (three times) and $1+\sqrt3$. All are positive, so the four vectors would be linearly independent, which is impossible in space. At most three orthogonal orbitals can have the $d_{z^2}$ shape.

\subsection*{Five copies related by turns of $72^\circ$}

Now take one function and turn it about $z$ in steps of $72^\circ$. Around $z$, the pair $d_{xz},d_{yz}$ varies as $\cos\varphi,\sin\varphi$, and the pair $d_{x^2-y^2},d_{xy}$ as $\cos2\varphi,\sin2\varphi$. A turn by $\alpha$ shifts the phase of the first pair by $\alpha$ and of the second by $2\alpha$. Let $A_0,A_1,A_2$ be the amplitudes of $d_{z^2}$ and the two pairs. The overlap of the function with its copy turned by $72^\circ j$ is
\begin{equation}
S_j=A_0^2+A_1^2\cos(72^\circ j)+A_2^2\cos(144^\circ j).
\end{equation}
We need $S_0=1$ and $S_1=S_2=0$; $j=3,4$ repeat the last two conditions. With $c_1=\cos72^\circ$ and $c_2=\cos144^\circ$,
\begin{align}
A_0^2+A_1^2c_1+A_2^2c_2&=0,\\
A_0^2+A_1^2c_2+A_2^2c_1&=0.
\end{align}
Subtracting gives $(A_1^2-A_2^2)(c_1-c_2)=0$, so $A_1^2=A_2^2$. Since $c_1+c_2=-\frac12$, either line then gives $A_0^2=A_1^2/2$. Normalization yields $A_0^2=\frac15$ and $A_1^2=A_2^2=\frac25$.

The overall sign of an orbital is arbitrary, so take $A_0>0$. Choose the $x$ axis so that the first pair starts with zero phase. One relative phase $\delta$, the twist, remains. With $\alpha_k=72^\circ k$ and $k=0,\dots,4$,
\begin{equation}
\begin{aligned}
f_k={}&\frac{1}{\sqrt5}\,d_{z^2}+\sqrt{\frac25}\,\big[\cos\alpha_k\,d_{xz}+\sin\alpha_k\,d_{yz}\\
&+\cos(2\alpha_k+\delta)\,d_{x^2-y^2}+\sin(2\alpha_k+\delta)\,d_{xy}\big].
\end{aligned}
\end{equation}
These five are orthonormal and equivalent for every $\delta$.

\subsection*{What shape do they have?}

For $k=0$, put $a=1/\sqrt6$, so that
\begin{equation}
\sqrt5\,Q=\begin{pmatrix}\cos\delta-a&\sin\delta&1\\ \sin\delta&-\cos\delta-a&0\\ 1&0&2a\end{pmatrix}.
\end{equation}
Expanding the determinant along the last row and using $a^2=\frac16$,
\begin{align}
5\sqrt5\,\det Q&=(\cos\delta+a)+2a(a^2-\cos^2\delta-\sin^2\delta)\nonumber\\
&=\cos\delta-a+2a^3=\cos\delta-\tfrac23a,
\end{align}
and therefore
\begin{equation}
\chi(\delta)=\frac{3\sqrt6\cos\delta-2}{5\sqrt5}.
\end{equation}
The index runs from $-0.836$ to $0.478$. It never reaches $\pm1$, in line with the limit of three found above, but it passes through zero at
\begin{equation}
\cos\delta=\frac{\sqrt6}{9},\qquad \delta=\pm74.21^\circ .
\end{equation}
There all five orbitals are exact cloverleaves. The two signs give sets related by the reflection $y\to-y$. Since d functions are even under inversion, this reflection acts on them like a turn by $180^\circ$ about $y$, so the two signs describe one set in two orientations.

The ends of the range are the sets in which each orbital has a mirror plane containing $z$. At $\delta=0$ the eigenvalues are $0.765$, $-0.135$ and $-0.630$, between those of $d_{z^2}$ and a cloverleaf. At $\delta=180^\circ$ they are $-0.801$, $0.265$ and $0.537$: two strong negative lobes with an uneven positive belt around them.

\subsection*{Where the lobes point}

Lobes lie along eigenvectors of $Q$, and since $f_Q(-\mathbf n)=f_Q(\mathbf n)$, each lobe has a partner on the opposite side. Five turned axes give five upper directions spaced by $72^\circ$ in azimuth. Their opposites are shifted by $180^\circ=2\cdot72^\circ+36^\circ$, so the lower pentagon is staggered by $36^\circ$. The ten directions are the vertices of a pentagonal antiprism, unless the axes lie in the $xy$ plane. The negative lobes at $\delta=0$ do so: they lie along $\pm y$ for $k=0$, and the ten directions form a flat regular decagon.

For the mirror-symmetric sets the relevant axis lies in the $xz$ plane. Let $p$ and $q$ be the $xx$ and $zz$ entries of $\sqrt5\,Q$. Along $(\sin\theta,0,\cos\theta)$ the quadratic form is
\begin{equation}
\frac{p+q}{2}+\frac{q-p}{2}\cos2\theta+\sin2\theta,
\end{equation}
which is stationary when $\tan2\theta=2/(q-p)$. At $\delta=0$, $q-p=3a-1$, so $\tan2\theta=4/(\sqrt6-2)$ and the strongest lobes lie $41.8^\circ$ from the $z$ axis. At $\delta=180^\circ$, $q-p=3a+1$ and $\tan2\theta=4/(\sqrt6+2)$ locates the positive maximum. The stronger negative lobes are perpendicular to it, $69.0^\circ$ from the nearer end of the $z$ axis. The first antiprism is tall, the second flat.

\subsection*{The cloverleaf set in numbers}

For $\delta=74.21^\circ$ the first two orbitals are
\begin{align}
f_0={}&0.4472\,d_{z^2}+0.6325\,d_{xz}+0.1721\,d_{x^2-y^2}+0.6086\,d_{xy},\\
f_1={}&0.4472\,d_{z^2}+0.1954\,d_{xz}+0.6015\,d_{yz}\nonumber\\
&-0.4970\,d_{x^2-y^2}-0.3912\,d_{xy}.
\end{align}
Their overlap is $0.2000+0.1236-0.0855-0.2381=0.0000$ to the digits carried.

The positive lobes of $f_0$ lie along $\pm\mathbf u$ and the negative ones along $\pm\mathbf v$, with
\begin{equation}
\mathbf u=(0.5881,\,0.2502,\,0.7691),\quad \mathbf v=(-0.6572,\,0.7021,\,0.2741).
\end{equation}
These are perpendicular: $-0.3865+0.1757+0.2108=0.0000$. The orbital is
\begin{equation}
f_0=\frac{N}{\sqrt2}\big[(\mathbf u\cdot\mathbf n)^2-(\mathbf v\cdot\mathbf n)^2\big],
\end{equation}
which is $d_{x^2-y^2}$ with its axes moved to $\mathbf u$ and $\mathbf v$. As a check, its $d_{z^2}$ coefficient should be $\frac{\sqrt3}{2}(u_z^2-v_z^2)=0.8660\,(0.5915-0.0751)=0.447$, as it is. The positive lobes lie $39.7^\circ$ from the $z$ axis and the negative ones $74.1^\circ$, so the set has two antiprisms, one for each sign. Direct maximization over the sphere gives the same angles; the coefficients of $f_2$, $f_3$ and $f_4$ follow from the formula for $f_k$.

\subsection*{When the choice matters}

In a free atom with a central potential and no spin-orbit coupling, the five d states of a shell are degenerate, so every orthonormal combination is equally valid. The summed density is also the same. Since $\mathbf n^TQ\mathbf n=\mathrm{tr}[Q(\mathbf n\mathbf n^T-\frac13)]$, summing the squares over an orthonormal set gives the squared length of $\mathbf n\mathbf n^T-\frac13$:
\begin{equation}
\sum_k f_k^2=N^2\left(1-\tfrac23+\tfrac13\right)=\frac{5}{4\pi}.
\end{equation}
This holds in every direction, whichever basis is used.

An environment can remove this freedom. In an octahedral field with $x$, $y$ and $z$ along the three fourfold axes, $d_{z^2}$ and $d_{x^2-y^2}$ form the $e_g$ level, and the other three form $t_{2g}$. Let $\Delta=E(e_g)-E(t_{2g})$. The mean energy of $f_k$ is $E(t_{2g})+w_k\Delta$, where
\begin{equation}
w_k=\frac15+\frac25\cos^2(2\alpha_k+\delta).
\end{equation}
For the cloverleaf set, oriented to these axes as written above (turning it about $z$ changes the numbers), $w_0=0.2000+0.1721^2=0.230$, while $w_2=0.599$. The orbitals are also coupled, by up to $0.461\,\Delta$ in magnitude, so they are not energy eigenstates. Equal shape does not imply equal energy once the surroundings single out directions. The usual basis is convenient here because it separates the two levels, but it is not the only basis that does. The $e_g$ function $\cos\theta\,d_{z^2}+\sin\theta\,d_{x^2-y^2}$ has $\chi=\cos3\theta$, and its orthogonal partner at $\theta+90^\circ$ has $\chi=\sin3\theta$. These cannot both vanish, so five cloverleaves cannot separate the levels, but at $\theta=15^\circ$ both equal $1/\sqrt2$. The $t_{2g}$ function $a\,d_{xz}+b\,d_{yz}+c\,d_{xy}$ has $\chi=3\sqrt3\,abc$. Taking $(a,b,c)$ as the three rows of a rotation matrix about $(1,1,1)$ gives all three the same product $abc$, whose magnitude grows from $0$ to $4/27$ as the angle goes from $0$ to $60^\circ$, so $|\chi|=1/\sqrt2$ is reached on the way. With the overall signs chosen to match, five orthonormal energy eigenstates of one common shape exist even in the octahedral field. Even so, $d_{z^2}$ and $d_{x^2-y^2}$ remain degenerate with each other despite their different shapes.

\section*{Computed results}
\begin{verbatim}
Overlap of d(z2-x2) and d(z2-y2): 0.5000 (no unit)
dz2 part of d(z2-x2): 0.8660 (no unit)
dx2-y2 part of d(z2-x2): -0.5000 (no unit)
Axis angle for orthogonal dz2 shapes: 54.74 deg
Squared amplitudes for |m| = 0, 1, 2 (no unit): [0.2000 0.4000 0.4000]
Mirror set A: twist delta = 0.00 deg
  eigenvalues of Q (no unit): -0.6298 -0.1351 0.7649
  shape index: 0.4784 (no unit)
Mirror set B: twist delta = 180.00 deg
  eigenvalues of Q (no unit): -0.8013 0.2646 0.5366
  shape index: -0.8362 (no unit)
Cloverleaf set: twist delta = 74.21 deg
  eigenvalues of Q (no unit): -0.7071 0.0000 0.7071
  shape index: 0.0000 (no unit)
Lobe angles measured from the nearer end of the z axis:
  set A, strongest (positive) lobes: 41.79 deg
  set B, strongest (negative) lobes: 69.02 deg
  cloverleaf set, positive lobes: 39.73 deg
  cloverleaf set, negative lobes: 74.09 deg
Cloverleaf set, coefficients (no unit): dz2, dxz, dyz, dx2-y2, dxy
  k=0:   0.4472   0.6325   0.0000   0.1721   0.6086
  k=1:   0.4472   0.1954   0.6015  -0.4970  -0.3912
  k=2:   0.4472  -0.5117   0.3717   0.6320   0.0244
  k=3:   0.4472  -0.5117  -0.3717  -0.5256   0.3518
  k=4:   0.4472   0.1954  -0.6015   0.2185  -0.5935
  k=0 positive lobe axis x, y, z (no unit): 0.5881 0.2502 0.7691
  k=0 negative lobe axis x, y, z (no unit): -0.6572 0.7021 0.2741
e_g weights in an octahedral field, k=0..4 (no unit):
  0.2296 0.4470 0.5994 0.4763 0.2477
Mean e_g weight: 0.4000 (no unit)
Largest coupling / octahedral splitting: 0.4612 (no unit)
Sum of five squared orbitals: 0.3979 per steradian
\end{verbatim}
